# Contact and dipolar hyperfine couplings in the projector augmented-wave method, part 3

PAW expressions for the hyperfine tensor $A_{ab}$ of a nucleus at $\mathbf R_I$ are tested against an all-electron atom, in Hartree atomic units. For spin density $m$, spin $S$ and $\mathbf n=\mathbf r/r$, Lemma 1 (using the Wigner–Eckart theorem) gives

$$A_{ab}=\frac{P}{2S}\Big[\frac{8\pi}{3}m(\mathbf R_I)\delta_{ab}+T_{ab}\Big],\qquad T_{ab}=\mathrm{PV}\!\int m(\mathbf r)K_{ab}(\mathbf r-\mathbf R_I)\,d^3r,\qquad K_{ab}(\mathbf r)=\frac{3n_an_b-\delta_{ab}}{r^3}.$$

Spheres $\Omega_J$ of radius $r_c$ do not overlap (A1); the frozen core carries no spin density (A4). Tildes mark smooth quantities, superscript 1 one-centre expansions in partial waves $\phi_i=u_iY_i/r$, $u_i=r^{l_i+1}w_i$. With occupations $f_n$, spin signs $\sigma_n$ and one-centre spin density matrix $D^J_{ij}$, Lemma 2 reads $m=\tilde m+\sum_J\Delta m^J+\sum_Jx^J$, where

$$\Delta m^J=\sum_{ij}D^J_{ij}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j),\qquad x^J=2\sum_nf_n\sigma_n(\psi^{1,J}_n-\tilde\psi^{1,J}_n)(\tilde\psi_n-\tilde\psi^{1,J}_n).$$

PAW drops the $x$ terms from

(a) $m(\mathbf R_I)=\tilde m(\mathbf R_I)+\dfrac1{4\pi}\displaystyle\sum_{ij:\,l_i=l_j=0}D^I_{ij}\,[w_i(0)w_j(0)-\tilde w_i(0)\tilde w_j(0)]+x^I(\mathbf R_I)$,

(b) $T_{ab}=\tilde T_{ab}+\Delta T^I_{ab}+\sum_{J\ne I}\Delta T^J_{ab}+\sum_J\mathrm{PV}\!\int x^JK_{ab}$,

$$\Delta T^I_{ab}=\sum_{ij}D^I_{ij}W^{ab}_{ij}\int_0^{r_c}\frac{u_iu_j-\tilde u_i\tilde u_j}{r^3}dr.$$

Lemma 4 expands $\Delta T^J=\int\Delta m^JK$ in moments of $\Delta m^J$ up to order $2l_{\max}$, if nucleus $I$ lies outside $\Omega_J$. Lemma 3: $W^{ab}_{ij}=0$ unless $l_i+l_j$ is even and $|l_i-l_j|\le2\le l_i+l_j$;

$$W_{pp'}=\tfrac35(e_ae'_b+e_be'_a)-\tfrac25(\mathbf e\cdot\mathbf e')\delta_{ab},\qquad W_{sd}=\sqrt{\tfrac65}\,Q_{ab},$$

$$W_{dd'}=\tfrac67(QQ'+Q'Q)_{ab}-\tfrac47\operatorname{tr}(QQ')\,\delta_{ab},$$

with $Q=\operatorname{diag}(-1,-1,2)/\sqrt6$ for $d_{z^2}$.

Lemma 6: a channel is exact if a reference energy $\varepsilon_j$ equals the eigenvalue $\varepsilon$. Lemma 7: for an isolated PAW level, energy errors are $O(\omega^2)$ and coupling errors $O(\omega)$, $\omega=\prod_{j=1}^N(\varepsilon-\varepsilon_j)$. An incomplete set produces two errors: the dropped cross term, and the error of $u^1$ itself.

Example: $rV=-\{1+(Z-1)/[H(e^{r/a}-1)+1]\}$, $Z=6$, $a=0.88$ bohr, $H=1.76$, wall at 5.0 bohr, $r_c=1.1$ bohr, $P=134.1883$ MHz bohr$^3$. One electron ($2S=1$) occupies $\psi=\sum_lc_lu_lY_l/r$, $c_s^2=0.20$, $c_p^2=0.75$, $c_d^2=0.05$, all $c_l>0$, $\mathbf e=(0.6,0,0.8)$, $d_{z^2}$. All-electron partial waves have $w_i(0)=1$; smooth ones see $\tilde v-C_jk$, $k=(1-r^2/r_c^2)^3$ inside. For $s$: $\varepsilon_j=-0.8,-0.2$ Ha, $E=-0.676925$ Ha, projections 5.10837, 1.25540. For $p$: $\varepsilon_j=-0.5,0.1$ Ha, $E=-0.366727$ Ha.

### Contact term

For one orbital $D_{ij}=c_s^2P_iP_j$ in the $s$ channel, with $P_i$ the projections, so the double sums in (a) are squares of $\sum_iP_iw_i(0)$ and $\sum_iP_i\tilde w_i(0)$. Since $w_i(0)=1$, the first is the sum of the projections, $5.10837+1.25540$, or 6.36376 bohr$^{-3/2}$ before rounding. The smooth one-centre value is $-0.66974$ and the smooth orbital itself has $-0.66945$. They are negative because the 2s state changes sign at its inner node while the smooth wave keeps the outer sign. With the factor $c_s^2/4\pi=0.20/4\pi$,

$$m(0)=\frac{0.20}{4\pi}\big(0.66945^2+6.36376^2-0.66974^2\big)=0.007133+0.644537-0.007139=0.644531\ \text{bohr}^{-3}.$$

The all-electron value is $\frac{0.20}{4\pi}6.36180^2=0.644140$, so the relative error is $6.07\times10^{-4}$. The isotropic coupling is $\frac{8\pi}3\times134.1883\times0.644531=724.56$ MHz ($1.10122\times10^{-7}$ Ha), against 724.13 MHz ($1.10055\times10^{-7}$ Ha). The smooth density alone gives 8.02 MHz, about 90 times too small, and it cancels almost completely against its one-centre copy. The contact coupling is in effect the all-electron one-centre term.

The cross term is $\frac{0.20}{2\pi}(6.36376+0.66974)(-0.66945+0.66974)=6.5\times10^{-5}$ bohr$^{-3}$. The PAW value is too high by $0.644531-0.644140=3.9\times10^{-4}$, and the cross term is positive, so squaring the reconstructed orbital, which includes it, gives 0.644596 and is further from the truth. The error sits in $u^1$, 6.36376 in place of 6.36180, which is the second of the two errors named after Lemma 7.

### On-site dipolar term

The radial integrals of $r^{-3}$, in bohr$^{-3}$, are listed with "AE1" and "PS1" for the one-centre integrals over $(0,r_c)$.

| pair | smooth | AE1 | PS1 | PAW | all-electron |
|---|---|---|---|---|---|
| $pp$ | 1.396666 | 1.928795 | 1.235170 | 2.090292 | 2.090099 |
| $sd$ | $-0.186111$ | $-0.036032$ | $-0.099913$ | $-0.122230$ | $-0.122268$ |
| $dd$ | 0.075756 | 0.012300 | 0.011845 | 0.076212 | 0.076212 |

The differences AE1 $-$ PS1 are 0.693625, 0.063881 and 0.000455. Lemma 3 gives $W_{pp}^{zz}=1.2\times0.64-0.4=0.368$, $W_{pp}^{xx}=1.2\times0.36-0.4=0.032$, $W_{pp}^{yy}=-0.4$, $W_{pp}^{xz}=1.2\times0.48=0.576$, $W_{sd}^{zz}=0.894427$ and $W^{zz}_{dd}=0.571429$, the $xx$ and $yy$ entries of the last two being minus one half of $zz$. The weights are $c_p^2=0.75$, $2c_sc_d=2\sqrt{0.20\times0.05}=0.2$ (the pair occurs as $sd$ and as $ds$) and $c_d^2=0.05$. Then

$$\Delta T_{zz}=0.75(0.693625)(0.368)+0.2(0.063881)(0.894427)+0.05(0.000455)(0.571429)$$
$$=0.191441+0.011427+0.000013=0.202881,$$

and $\Delta T_{xz}=0.75(0.693625)(0.576)=0.299646$. The $sd$ correction is nearly a thousand times the $dd$ correction, from two sources: the radial differences are in the ratio $0.063881/0.000455\approx140$, of which a factor of about 17 is the larger relative change of the $sd$ integral (0.64 of its PS1 value against 0.038 for $dd$, the $s$ wave being changed much more by the pseudization than the $d$ wave) and a factor of about 8 is the larger size of the $sd$ integral itself, the $d$ wave being small inside the sphere; and the weights and angular factors add a factor $(0.2/0.05)(0.894/0.571)\approx6$. The components, in bohr$^{-3}$, are

| | $xx$ | $yy$ | $zz$ | $xz$ |
|---|---|---|---|---|
| smooth | 0.049084 | $-0.403436$ | 0.354352 | 0.603360 |
| correction | 0.010927 | $-0.213808$ | 0.202881 | 0.299646 |
| PAW | 0.060011 | $-0.617244$ | 0.557233 | 0.903006 |
| all-electron | 0.060010 | $-0.617182$ | 0.557173 | 0.902923 |

Each row is traceless to rounding. The largest deviation is $9.24\times10^{-5}$ of the largest component, and the largest cross-term component is $3.43\times10^{-5}$ bohr$^{-3}$. The tensor of the reconstructed orbital, integrated directly, equalled the PAW tensor plus this cross term to numerical precision, as Lemma 2 requires. The $y$ axis is principal, with $-0.617244\times134.1883=-82.827$ MHz. The $xz$ block has mean $(0.060011+0.557233)/2=0.308622$, half-difference 0.248611 and radius $\sqrt{0.248611^2+0.903006^2}=0.936604$, so its eigenvalues are 1.245226 and $-0.627982$, or 167.095 and $-84.268$ MHz. The all-electron values are 167.079, $-82.819$ and $-84.260$ MHz. The smooth density alone gives 110.583, $-54.136$ and $-56.446$ MHz, about two thirds: plausible in size and shape, and for that reason a more dangerous omission than in the contact term.

### Exactness and scaling

With one reference energy in each channel set equal to the box eigenvalue and a second above it, the relative errors fell to $9.1\times10^{-9}$ for $m(0)$ and $3.7\times10^{-9}$ for $T$. Lemma 6 says that $u^1=u$ and $\tilde u^1=\tilde u$ in each channel, and therefore also for the $sd$ products, so what remains is the error of the basis and of the integration.

For one wave at $\delta=0.04$ and 0.02 Ha above the eigenvalue, the relative error of $m(0)$ was $-4.866\times10^{-3}$ and $-2.444\times10^{-3}$ (ratio 1.991), and that of the $pp$ integral $2.762\times10^{-3}$ and $1.383\times10^{-3}$ (ratio 1.998). For two waves at $\pm0.2$ and $\pm0.1$ Ha the errors were $4.281\times10^{-4}$ and $1.070\times10^{-4}$ (ratio 4.002), and $5.964\times10^{-5}$ and $1.491\times10^{-5}$ (ratio 4.000). The two-wave coefficient also predicts the worked example. For $s$, $4.281\times10^{-4}/0.2^2=1.07\times10^{-2}$ Ha$^{-2}$ per unit of $-\omega$, and the dataset above has $\omega=(0.123075)(-0.476925)=-0.0587$ Ha$^2$, which predicts $6.3\times10^{-4}$ against the observed $6.07\times10^{-4}$. For $p$, $5.964\times10^{-5}/0.2^2=1.49\times10^{-3}$ and $\omega=(0.133273)(-0.466727)=-0.0622$ predict $9.3\times10^{-5}$, against $(2.090292-2.090099)/2.090099=9.2\times10^{-5}$.

### Off-site term

The same deficit density was placed in a sphere at $d=2.27$ bohr along $+z$, a chosen separation; (A1) holds since $2r_c=2.2$ bohr. Only the correction $\Delta T^J$ is considered, not the smooth density of that neighbour. The deficit monopole is $q=0.011164$ electrons, so order zero gives $zz=2q/d^3=2(0.011164)/2.27^3=0.001909$ bohr$^{-3}$. The series ends at order $2l_{\max}=4$, with $zz$ terms $0.001909$, $-0.001064$, $0.000117$, $-0.000002$ and zero to six decimals, and $xz$ terms $0$, $0.000390$, $-0.000114$, $0.000001$, $0$. Direct quadrature of $\Delta m^JK$ over the sphere gives $xx=-0.000469$, $yy=-0.000490$, $zz=0.000959$, $xz=0.000277$, equal to the sums within rounding.

The monopole is not a good approximation here: it gives 0.2561 MHz for $zz$, twice the full 0.1288 MHz, and nothing for $xz$. The cause is the dipole of the deficit. Only the $sp$ and $pd$ products, pairs that are forbidden on site by parity, can produce one, and here nearly all of it comes from $sp$ (0.00464 electron bohr along $z$, against 0.00007 from $pd$). On the axis $\partial_zK_{zz}=\partial_z^3(1/z)=-6/d^4$, so the order-one term implies a dipole $q_z=0.001064\times2.27^4/6\approx0.0047$ electron bohr, and the ratio of the two orders is $-3q_z/(qd)$, in which the factor 3 offsets the smallness of $q_z/(qd)$. The largest principal value of the off-site term, 0.136 MHz, is under a thousandth of the largest on-site principal value of 167 MHz (for the $zz$ component alone the ratio is $0.000959/0.557233=1.7\times10^{-3}$), yet it is about eight times the on-site incompleteness error of $167.095-167.079=0.016$ MHz. For a nucleus with little spin density of its own next to the atom that carries the spin, the on-site terms are small and the relative weight of $\Delta T^J$ is larger.

## Where the assumptions fail

Assumption (A4) directly limits the contact term. Unpaired valence electrons polarize the core $s$ shells through exchange, and the resulting $m(\mathbf R_I)$ is absent from a frozen core whatever the number of partial waves. For a pure $p$ or $d$ radical the formula (a) then contains only the polarization of the valence $s$ orbitals. A spherical core polarization does not enter $T$, by Lemma 3.

For heavy nuclei Lemma 1 itself fails. Relativistic $s$ waves diverge weakly at a point nucleus, so $w(0)$ does not exist and the delta function must be replaced by an operator spread over a small region about the nucleus; spin–orbit coupling breaks the Wigner–Eckart step and adds orbital terms. Lemma 2 survives for any multiplicative spin-free operator, so the smeared contact term keeps the same three-part form with radial integrals in place of point values.

If spheres overlap, products of differences from two atoms appear in the overlap region and Lemma 2 acquires terms not listed here. If the nucleus $I$ lies inside $\Omega_J$, as can happen for hydrogen in a short bond, Lemma 4 no longer applies and sphere $J$ also contributes to the contact density. If the PAW problem has a ghost level near the state of interest, the isolation assumed in Lemma 7 is lost, and the projections, on which both couplings depend quadratically, cannot be trusted.

## Calculated quantities

```
inputs: Z=6.0, a=0.88 bohr, H=1.76, rc=1.1 bohr, Rbox=5.0 bohr, basis=100
inputs: weights s,p,d = 0.20,0.75,0.05; e=(0.6,0,0.8); d=dz2; gN=1.4048; dJ=2.27 bohr; S=1/2
alpha=0.007297353, g_e=2.0023193, m_p/m_e=1836.1527, 1 Ha=6.579684e+09 MHz
P = 2.039434e-08 Ha bohr^3 = 134.1883 MHz bohr^3
H 1s check: g_p=5.585695, A=(8/3)P=1422.8 MHz
smooth potential coefficients of (r/rc)^0,2,4,6 (Ha): [-5.826   7.9088 -5.0792  1.2429]
basis cutoff k_max (s) = 62.83 1/bohr
l=0: refs (-0.8, -0.2) Ha, C = -8.3417, -8.5217 Ha, <p|psi~> = 5.10837, 1.25540
l=0: E_AE = -0.676925 Ha, E_PAW = -0.676925 Ha, PAW levels below = 0
l=1: refs (-0.5, 0.1) Ha, C = 4.1503, 4.3776 Ha, <p|psi~> = 5.51682, 1.64905
l=1: E_AE = -0.366727 Ha, E_PAW = -0.366727 Ha, PAW levels below = 0
l=2: refs (0.1, 0.7) Ha, C = 2.0608, 2.1253 Ha, <p|psi~> = 0.43103, 0.16804
l=2: E_AE = 0.263498 Ha, E_PAW = 0.263498 Ha, PAW levels below = 0
s radial value at 0 (bohr^-1.5): smooth -0.66945, AE1 6.36376, PS1 -0.66974, AE 6.36180
m(0) (bohr^-3): smooth 0.007133, AE one-centre 0.644537, PS one-centre 0.007139
m(0) (bohr^-3): PAW 0.644531, AE 0.644140, rel err 6.07e-04, cross term 6.50e-05
A_iso (Ha): smooth 1.21865e-09, PAW 1.10122e-07, AE 1.10055e-07
A_iso (MHz): smooth 8.02, PAW 724.56, AE 724.13
r^-3 pp (bohr^-3): smooth 1.396666, AE1 1.928795, PS1 1.235170, PAW 2.090292, AE 2.090099
r^-3 sd (bohr^-3): smooth -0.186111, AE1 -0.036032, PS1 -0.099913, PAW -0.122230, AE -0.122268
r^-3 dd (bohr^-3): smooth 0.075756, AE1 0.012300, PS1 0.011845, PAW 0.076212, AE 0.076212
angular pp: xx 0.032000 yy -0.400000 zz 0.368000 xz 0.576000
angular sd: xx -0.447214 yy -0.447214 zz 0.894427 xz 0.000000
angular dd: xx -0.285714 yy -0.285714 zz 0.571429 xz 0.000000
T smooth (bohr^-3): xx 0.049084 yy -0.403436 zz 0.354352 xz 0.603360
T on-site corr (bohr^-3): xx 0.010927 yy -0.213808 zz 0.202881 xz 0.299646
T PAW (bohr^-3): xx 0.060011 yy -0.617244 zz 0.557233 xz 0.903006
T AE (bohr^-3): xx 0.060010 yy -0.617182 zz 0.557173 xz 0.902923
T: max rel err 9.24e-05, max cross term 3.43e-05 bohr^-3
A_dip principal values smooth (MHz): [-56.446 -54.136 110.583]
A_dip principal values PAW (MHz): [-84.268 -82.827 167.095]
A_dip principal values AE (MHz): [-84.26  -82.819 167.079]
exact-reference dataset: rel err m(0) 9.1e-09, rel err T 3.7e-09
m(0) rel err, 1 wave, delta 0.04/0.02 Ha: -4.866e-03 -2.444e-03 ratio 1.991
m(0) rel err, 2 waves, delta 0.2/0.1 Ha: 4.281e-04 1.070e-04 ratio 4.002
r^-3 pp rel err, 1 wave, delta 0.04/0.02 Ha: 2.762e-03 1.383e-03 ratio 1.998
r^-3 pp rel err, 2 waves, delta 0.2/0.1 Ha: 5.964e-05 1.491e-05 ratio 4.000
Gaussian at (0.5,1,1) bohr: T_yz real 0.20547815, reciprocal 0.20547815 bohr^-3
off-site deficit monopole q0 = 0.011164 electrons
off-site direct (bohr^-3): xx -0.000469 yy -0.000490 zz 0.000959 xz 0.000277
off-site moment order 0 (bohr^-3): xx -0.000954 yy -0.000954 zz 0.001909 xz 0.000000
off-site moment order 1 (bohr^-3): xx 0.000532 yy 0.000532 zz -0.001064 xz 0.000390
off-site moment order 2 (bohr^-3): xx -0.000048 yy -0.000069 zz 0.000117 xz -0.000114
off-site moment order 3 (bohr^-3): xx 0.000001 yy 0.000001 zz -0.000002 xz 0.000001
off-site moment order 4 (bohr^-3): xx -0.000000 yy -0.000000 zz 0.000000 xz 0.000000
off-site zz = 0.1288 MHz, monopole only = 0.2561 MHz
```
